# Depinning Field of a Domain Wall by Newton Continuation

Suppose the depinning field of a ferroelectric domain wall is sought by raising the field in steps, relaxing the polarization each time, and noting when the wall runs away. Just above threshold the wall creeps through a nearly balanced configuration, the residual force is tiny, and a relaxation with a finite force tolerance reports a pinned wall where none exists. Newton's method at fixed field has a different trouble: its matrix becomes singular at threshold, and a failed iteration does not say where the threshold lies. Both difficulties disappear once the smallest Hessian eigenvalue is followed and the law by which it vanishes is known.

## The chain and its units

Let $P_n$ be the polarization of cell $n$ along a line normal to a flat 180° wall, and $u_n=P_n/P_s$, with $P_s$ the spontaneous polarization. Each cell has volume $v$ and double-well energy $W(u_n^2-1)^2$, so $W$ is the barrier between its two states. Neighbours are coupled by $\frac K2(u_{n+1}-u_n)^2$, and the field $E$ contributes $-EP_sv\,u_n$. Dividing by $4W$ gives

$$H=\sum_n\left[\tfrac14(u_n^2-1)^2-hu_n\right]+\frac c2\sum_n(u_{n+1}-u_n)^2,$$

$$c=\frac{K}{4W},\qquad h=\frac{EP_sv}{4W}.$$

The domain $u\approx+1$ lies on the left, $u\approx-1$ on the right, and $h>0$ favours the left one. The first site of the right domain, the edge site, must reverse for the wall to advance. The model describes a flat wall at zero temperature: all columns of the crystal move together.

## One site by hand

Freeze every site except the edge site, whose value is $q$, and set its neighbours to $+1$ and $-1$. The coupling energy is

$$\frac c2\left[(1-q)^2+(q+1)^2\right]=c(1+q^2),$$

because the terms linear in $q$ cancel. Setting the derivative of the total energy to zero gives

$$q^3-q+2cq-h=0\quad\Rightarrow\quad h(q)=q^3-rq,\qquad r=1-2c.$$

The one-site Hessian is $\lambda=3q^2-r$, which is also $dh/dq$. For $0<c<\frac12$ the wall starts at $h=0$ with $q=-\sqrt r$ and $\lambda=2r>0$. As $h$ rises, $q$ rises, until $\lambda=0$ at

$$q_d=-\sqrt{r/3},\qquad h_d=q_d(q_d^2-r)=\frac{2}{3\sqrt3}\,r^{3/2}.$$

Beyond this field there is no stationary state with negative $q$. The stable state has merged with the saddle that separated it from the reversed state; such a merger is called a fold.

For $c=0.25$ we have $r=0.5$, $q_d=-0.4082$ and $h_d=0.13608$. Now pretend that this answer is unknown and find it from the stable branch. Differentiating $q^3-rq=h$ with respect to $h$ gives $q'=1/\lambda$, and hence $\lambda'=6qq'=6q/\lambda$. If $\lambda^2$ is nearly linear in $h$ close to the fold, its tangent reaches zero at

$$h_*=h-\frac{\lambda^2}{(\lambda^2)'}=h-\frac{\lambda}{2\lambda'}.$$

Take the state $q=-0.5$. Then $h=-0.125+0.25=0.125$, $\lambda=0.75-0.5=0.25$, $\lambda'=-3/0.25=-12$, and

$$h_*=0.125+\frac{0.25}{24}=0.13542.$$

Advance 90% of the way, to $h=0.134375$. The tangent predicts $q=-0.5+4(0.009375)=-0.4625$. Newton's correction $q\to q-(q^3-0.5q-h)/(3q^2-0.5)$ then gives $-0.4480$, $-0.4452$ and $-0.4450$. At the last value $\lambda=0.0942$ and $\lambda'=-28.35$, so $h_*=0.13604$. Two predictions have brought the error from $7\times10^{-4}$ to $5\times10^{-5}$.

The linearity of $\lambda^2$ can be seen directly. Put $q=q_d+s$ and $\mu=h_d-h$. Since $3q_d^2=r$, the linear term in $s$ cancels and

$$\mu=-3q_ds^2-s^3,\qquad \lambda=6q_ds+3s^2.$$

The stable branch has $s<0$. To leading order $s=-\sqrt{\mu/(3|q_d|)}$ and therefore $\lambda=\sqrt{12|q_d|\mu}$.

## All sites

For the full chain the gradient and Hessian are

$$g_n=u_n^3-u_n+c(Lu)_n-h,\qquad A=\mathrm{diag}(3u_n^2-1)+cL,$$

where $(Lu)_n=2u_n-u_{n+1}-u_{n-1}$ inside the chain, while a free end keeps its single neighbour, for example $(Lu)_1=u_1-u_2$. A Newton step solves $A\,\delta=-g$ and replaces $u$ by $u+\delta$.

Along the branch $g=0$. Differentiating with respect to $h$ gives

$$Au'=\mathbf 1,$$

with $\mathbf 1$ the vector of ones. Let $\phi$ be the normalized eigenvector of the smallest eigenvalue $\lambda$. Its first-order change is $\phi^T A'\phi$, and the only part of $A$ that varies is $3u_n^2$, so

$$\lambda'=6\sum_nu_n\phi_n^2u_n'.$$

These are the one-site formulas with a linear solve in place of a division. The algorithm is:

1. At $h=0$, apply Newton's method to a sharp wall between two sites. Check that $\lambda>0$.
2. Compute $u'$, $\lambda'$ and, if $\lambda'<0$, the predicted end $h_*=h-\lambda/(2\lambda')$.
3. Choose $\Delta h=0.9(h_*-h)$, but no more than a cap, here 0.02.
4. Start from $u+u'\Delta h$ and correct by Newton at $h+\Delta h$. If the iteration fails, a site moves by more than 0.5, or the new $\lambda$ is not positive, halve $\Delta h$ and repeat.
5. Stop when $\lambda<10^{-5}$ and take the last $h_*$ as $h_d$.

The cap is needed at the start. Reflecting the chain and reversing all $u_n$ turns the wall at $h$ into the wall at $-h$ with the same eigenvalues. Thus $\lambda$ is even in $h$, $\lambda'(0)=0$, and the first prediction is useless.

## Why the approach is a square root

Let $u_d$ be the state at the fold and $\phi$ the normalized null vector of its Hessian $A_d$, with all other eigenvalues positive. Define

$$\Phi=\sum_n\phi_n,\qquad T=6\sum_nu_{d,n}\phi_n^3,$$

and choose the sign of $\phi$ so that $\Phi>0$. Write $u=u_d+s\phi+w$, with $w$ orthogonal to $\phi$. Expanding the gradient about the fold, with $-h=-h_d+\mu$, gives

$$0=(A_dw)_n+3u_{d,n}(s\phi_n+w_n)^2+(s\phi_n+w_n)^3+\mu.$$

On the space orthogonal to $\phi$ the matrix $A_d$ can be inverted, so $w$ is of order $s^2$ and $\mu$. Now multiply by $\phi_n$ and sum. The first term vanishes because $\phi^TA_d=0$. What remains at leading order is

$$\tfrac12Ts^2+\mu\Phi=0.$$

For $T<0$ there are two solutions below threshold, $s=\mp s_0$ with $s_0=\sqrt{2\mu\Phi/|T|}$. The Hessian changes by $6u_{d,n}s\phi_n$ on its diagonal at first order, so $\lambda=Ts$. The stable state is therefore the one with $s=-s_0$, and

$$\boxed{\lambda=|T|s_0=\sqrt{2\Phi|T|\,(h_d-h)}\,\left[1+O(\sqrt{h_d-h})\right]}$$

The one-site case has $\Phi=1$ and $T=6q_d$, which returns $\sqrt{12|q_d|\mu}$.

The result needs $\Phi\ne0$ and $T\ne0$. If $\Phi=0$, the field does not push the soft mode at first order and the balance above is lost. If $T=0$ and the next term in the projected equation is cubic, then $s\sim\mu^{1/3}$ and $\lambda\sim s^2\sim\mu^{2/3}$.

The correction also explains the convergence of the predictions. Write $\lambda=a\sqrt\mu(1+\beta\sqrt\mu)$. Then $\lambda^2\simeq a^2(\mu+2\beta\mu^{3/2})$, and the distance from $h_*$ to the true end is

$$h_d-h_*=\mu-\frac{\lambda^2}{d\lambda^2/d\mu}\simeq\mu-\frac{\mu+2\beta\mu^{3/2}}{1+3\beta\sqrt\mu}\simeq\beta\mu^{3/2}.$$

A step that reduces $\mu$ tenfold reduces the error of the prediction by $10^{3/2}\approx32$. For $\beta>0$ the prediction falls short of the fold, which is the safe side.

## A second road without eigenvalues

In the one-site problem $h_d$ was simply the maximum of $h(q)$. The same idea works for the chain: prescribe the edge value $u_k=q$ and treat $h$ as an unknown. The Newton matrix becomes

$$\begin{pmatrix}A&-\mathbf1\\ e_k^T&0\end{pmatrix},$$

where $e_k$ selects site $k$. It stays regular at the fold. To see this, suppose it annihilates $(x,\eta)$, so that $Ax=\eta\mathbf1$ and $x_k=0$. Multiplying the first equation by $\phi^T$ gives $0=\eta\Phi$, hence $\eta=0$. Then $x$ is a multiple of $\phi$, and $x_k=0$ forces $x=0$ if $\phi_k\ne0$. The curve $h(q)$ can thus be followed over its top.

## Worked example

Take $P_s=75$ uC/cm2, a cubic cell of edge 0.4 nm, $W=50$ meV and $c=0.25$. The energy unit is $4W=200$ meV, and the field unit is

$$\frac{4W}{P_sv}=\frac{3.204\times10^{-20}\ \mathrm J}{(0.75\ \mathrm{C/m^2})(6.4\times10^{-29}\ \mathrm{m^3})}=6.68\ \mathrm{MV/cm}.$$

At $h=0$ the edge site sits at $-0.756$ and $\lambda=0.921$; the one-site values are $-0.707$ and 1. The continuation on 40 sites accepts 16 states, and its last predictions settle at

$$h_d=0.1262478879,\qquad E_d=0.1262\times6.676=0.843\ \mathrm{MV/cm}.$$

These digits measure the numerical solution, not the realism of the model. The maximum of $h(q)$, found at $q=-0.436$, agrees in all ten printed decimals, and a chain of 60 sites gives the same field. The one-site estimate 0.1361 is 8% above the chain's value.

At the last accepted state, where $\lambda$ is only $8\times10^{-6}$, $\Phi=1.28635$ and $T=-2.47163$, so the predicted amplitude is $\sqrt{2(1.28635)(2.47163)}=2.5217$. Separate Newton solutions below threshold give:

| $1-h/h_d$ | $\lambda$ | $\lambda/\sqrt{h_d-h}$ | local exponent |
|---|---|---|---|
| $10^{-2}$ | $9.179\times10^{-2}$ | 2.5833 | – |
| $10^{-3}$ | $2.856\times10^{-2}$ | 2.5416 | 0.5071 |
| $10^{-4}$ | $8.982\times10^{-3}$ | 2.5280 | 0.5023 |
| $10^{-5}$ | $2.836\times10^{-3}$ | 2.5237 | 0.5008 |
| $10^{-6}$ | $8.962\times10^{-4}$ | 2.5223 | 0.5002 |

Each exponent is the logarithmic slope from the row above. The amplitude is 2.4% high in the first row and 0.025% high in the last. A hundredfold decrease of $\sqrt\mu$ has reduced the error about a hundredfold, as the $O(\sqrt\mu)$ correction requires. The first row gives $\beta\approx0.0244/0.0355=0.69$.

The square root is a law of the approach, not of the whole branch. Extended to $h=0$ it would give $\lambda=0.896$, close to the true 0.921, but with a finite slope where symmetry demands zero.

## Does the wall really run?

A vanishing eigenvalue shows that one pinned state ends; the wall might still stop in another. This is settled by the overdamped motion $du/dt=-g$, with time in reduced units. At $0.99h_d$ a wall started from its zero-field shape settles into the pinned state. Slightly above threshold, with $\nu=h-h_d$, the projected equation becomes

$$\frac{ds}{dt}=\tfrac12|T|s^2+\nu\Phi.$$

Since $\int_{-\infty}^{\infty}ds/(as^2+b)=\pi/\sqrt{ab}$, the passage through the bottleneck takes

$$t_b=\frac{\pi}{\sqrt{|T|\Phi\nu/2}}=\frac{2\pi}{\sqrt{2\Phi|T|\nu}}.$$

The full time per cell differs from $t_b$ by an offset that tends to a constant, here about $-1.2$. At $\nu/h_d=0.004$ and 0.001 the computed times per cell are 109.7 and 220.6. Quartering $\nu$ doubles $t_b$, so the difference of the two times should equal $t_b$ at the larger field. The difference is 110.9, and the formula gives 110.9. The wall does cross successive cells, and the end of the branch is the depinning field of this chain.

The same reduction gives the barrier below threshold. The energy along $s$ is $V=Ts^3/6+\mu\Phi s$, and $\mu\Phi=|T|s_0^2/2$, so

$$\Delta H=V(s_0)-V(-s_0)=2|T|s_0^3\left(\tfrac12-\tfrac16\right)=\tfrac23|T|s_0^3\propto\mu^{3/2}.$$

At $1-h/h_d=10^{-4}$ this gives $7.8494\times10^{-8}$, and the energy difference between the computed saddle and minimum is $7.8495\times10^{-8}$.

## Weak and strong coupling

For $c\to0$ the edge site reverses alone, at the spinodal field $h_{sp}=2/(3\sqrt3)=0.3849$ where a uniform negative domain also loses stability. There $u^3-u=h_{sp}$ has a double root $-1/\sqrt3$ and a single root $2/\sqrt3$. The left neighbour is near $2/\sqrt3$. The right neighbour feels the same field as the edge site and is itself nearly unstable; write it as $-1/\sqrt3-\delta$. Since

$$u^3-u=h_{sp}-\sqrt3x^2+x^3\quad\text{for}\quad u=-1/\sqrt3+x,$$

and its coupling term is of order $c^{3/2}$, its balance gives $h_{sp}-h=\sqrt3\delta^2$ at leading order. At the fold the edge site is displaced from $-1/\sqrt3$ by order $c$, which changes $h$ by order $c^2$. Its balance is

$$h=h_{sp}+c\left(-\frac2{\sqrt3}-\frac2{\sqrt3}+\frac1{\sqrt3}+\delta\right)=h_{sp}-\sqrt3c+c\delta.$$

Comparing the two at order $c$ gives $\delta=\sqrt c$, and

$$h_d=h_{sp}-\sqrt3\,c+c^{3/2}+O(c^2).$$

At $c=10^{-3}$ the series gives 0.38319975 and the continuation 0.38320062; the difference is $0.87c^2$. The one-site model has the wrong slope, $-2/\sqrt3$, because it freezes the neighbours at $\pm1$.

Stronger coupling widens the wall and weakens pinning. With $W$, $P_s$ and $v$ fixed, $E_d$ is 1.68, 0.84 and 0.23 MV/cm for $c=0.1$, 0.25 and 0.5. In the continuum limit the zero-field energy does not depend on the wall's position, and lattice pinning is absent. The one-site formula gives zero already at $c=0.5$, so it cannot be used there.

## What the number means for a real ferroelectric

The parameters are round values in the rough regime of a 180° wall in a perovskite such as lead titanate. The computed 0.84 MV/cm is a third of the model's spinodal field, 2.57 MV/cm, and 0.42 of a rough film breakdown strength of 2 MV/cm. Coercive fields of bulk perovskite ceramics are far lower, roughly 0.01 MV/cm. One assumption that fails at room temperature is that the wall stays flat and advances everywhere at once. At zero field the barrier is 16 meV per column, below $k_BT=26$ meV at 300 K. A large flat wall cannot use this, since its barrier is multiplied by the number of columns, but a small patch can advance at the cost of the step around it. If neighbouring cells are coupled with the same $c$ along the wall, in both directions, as across it, the relaxed energy of a straight step is $\tau=38.6$ meV per cell, or 0.193 in reduced units. A disc of radius $R$ cells costs $2\pi R\tau-2h\pi R^2$, with maximum $\pi\tau^2/(2h)$ at $R=\tau/(2h)$. Setting the maximum to $27.6\,k_BT$, which corresponds to $10^{12}$ attempts per second during one second at a single place on the wall, gives about 0.11 MV/cm and $R\approx6$ cells. The disc treats $\tau$ as independent of direction; a nucleus relaxed on the lattice at this field costs about 6% more, and the field rises by about the same fraction. A large wall offers many such places, which lowers the field further. With this step energy, thermal nucleation lowers the field for motion by a factor of seven to eight.

That estimate uses the step energy at zero temperature. A single kink in a step costs only about 9 meV in this model, a third of $k_BT$ at 300 K, so steps wander strongly. Their free energy is then below $\tau$, and the nucleation field, which varies as its square, is lower. A crude count of single kinks of energy $\epsilon$, $\tau-k_BT\ln(1+2e^{-\epsilon/k_BT})$, already gives about 16 meV per cell, which would cut the field to about a sixth; taller kinks lower it further. If the step free energy vanishes, the wall is rough and the nucleation picture no longer applies.

Bound charge acts the other way. Steps normal to the polarization cost about 81 meV per cell for each unit of the logarithm of their length over their thickness, at a rough relative permittivity of 100. This exceeds $\tau$. For rectangular patches with the zero-temperature step energy, including the charge raises the nucleation field from about 0.14 MV/cm to between about 0.38 and 0.54 MV/cm. The spread comes from the short-range cutoff of the logarithm, which matters because the charged steps are only about three cells long. The flat-wall threshold is then only about twice the nucleation field. Since the thermal and charge corrections act in opposite directions, 0.11 MV/cm illustrates the mechanism and is not a prediction. For the flat-wall barrier at zero field and an undamped bulk soft mode of 15 meV, tunnelling matters below roughly 15 K; it is minor at 300 K. Strain, defects and anisotropic coupling are not included or sized; defects can pin a wall or help nucleate a new domain. The continuation field is therefore the threshold for lattice pinning of a flat wall at zero temperature, and should not be used as a coercive field in design. The main values are in the numerical output below.

## Table of computed values

```
P_s = 75 uC/cm2, cell = 0.4 nm, T = 300 K
W = 50 meV, energy unit 4W = 200 meV, c = 0.25
field unit 4W/(P_s v) = 6.6757 MV/cm
continuum wall half-width sqrt(2c) = 0.7071 cells
h=0: edge u = -0.75639, lam = 0.92133 (reduced)
wall energy = 78.18 meV per column
continuation: sites 40, accepted states 16
last states: h, lam, predicted end (reduced)
  0.126246784181  2.6512e-03  0.126247887054
  0.126247776766  8.4075e-04  0.126247887851
  0.126247876742  2.6611e-04  0.126247887876
  0.126247886763  8.4175e-05  0.126247887877
  0.126247887766  2.6621e-05  0.126247887877
  0.126247887866  8.4190e-06  0.126247887877
h_d by continuation = 0.1262478879 (reduced)
h_d by maximum of h(q) = 0.1262478879, q = -0.43565
h_d difference, 60 sites minus 40 = 0.0e+00
depinning field = 0.8428 MV/cm
Phi = 1.28635, T = -2.47163, sqrt(2 Phi|T|) = 2.52166
1-h/h_d, lam, lam/sqrt(h_d-h), exponent from previous row
  1e-02  9.17887e-02  2.58331  -
  1e-03  2.85577e-02  2.54162  0.50707
  1e-04  8.98238e-03  2.52801  0.50233
  1e-05  2.83560e-03  2.52367  0.50075
  1e-06  8.96204e-04  2.52229  0.50024
barrier at 1-h/h_d=1e-4: direct 7.84947e-08 (reduced)
  cubic formula 7.84944e-08 (reduced)
weak coupling: c, h_d, series through c^(3/2)
  1.00e-03  0.38320062  0.38319975
  2.50e-04  0.38447117  0.38447112
time per cell at h/h_d-1=0.004: 109.7 (reduced)
time per cell at h/h_d-1=0.001: 220.6 (reduced)
difference 110.9, bottleneck law 110.9
other couplings: c, h_d, depinning field in MV/cm
  0.10  0.251708  1.6803
  0.50  0.035124  0.2345
spinodal: h = 0.38490, 2.5695 MV/cm
column barrier at h=0 = 16.27 meV
sinusoidal estimate of h_d, pi*B/2 = 0.12779
kT = 25.85 meV; ln(attempts in 1 s) = 27.63
step energy: sharp 59.62 meV per cell
step energy: relaxed 38.61 meV per cell
thermal nucleation field ~ 0.109 MV/cm
  nucleus radius ~ 5.9 cells
charged step ~ 81 meV per cell per unit log
  with rough relative permittivity 100
tunnelling crossover ~ 14.6 K (mode 15 meV)
depinning/breakdown ~ 0.42 (rough breakdown 2 MV/cm)
```
